# Variable-Range Hopping: Mott and Efros-Shklovskii Exponents and the Thermopower: test program

```python
"""Variable-range hopping: conductivity exponents and thermopower.

Result under test: sigma ~ exp(-u), where u is the cost of the best hop.
  constant density of states g0:       u = (T_M/tau)^(1/(d+1))
  Coulomb gap g = alpha*(kappa/e2)^d*|E|^(d-1):  u = (T_ES/tau)^(1/2)
  g = g0*(1+gamma*E), constant g0:     S ~ tau^((d-1)/(d+1))
Symbols: tau = k_B*T, xi = decay length of the amplitude, d = dimension,
E = energy from the chemical potential, W = u*tau, e2 = e^2/(4 pi eps0),
Pi = mean energy carried per electron, S = -(k_B/e)*Pi/tau.
Random-network tests use reduced units xi = 1 and unit state density.
"""
import numpy as np
from math import gamma as gamma_function, pi
from scipy import constants
from scipy.integrate import quad
from scipy.linalg import solve
from scipy.optimize import brentq, minimize_scalar
from scipy.sparse import coo_matrix
from scipy.sparse.csgraph import connected_components
from scipy.spatial import cKDTree
from scipy.spatial.distance import cdist

rng = np.random.default_rng(12345)


def ball(d):
    return pi ** (d / 2) / gamma_function(d / 2 + 1)


def mott_scale(d, g0, xi):
    return (d + 1) ** (d + 1) / d ** d * 2 ** d / (g0 * ball(d) * xi ** d)


def gap_scale(d, alpha, coulomb, xi):
    """coulomb = e2/kappa."""
    return 8 * coulomb / xi * (d / (alpha * ball(d))) ** (1 / d)


def pair_energy(a, b):
    return np.maximum(np.maximum(abs(a), abs(b)), abs(a - b))


# --- Best hop: count states by quadrature and minimize numerically ---
def numerical_best_hop(d, s, tau):
    def hop_energy(r):
        def excess(log_w):
            count = quad(lambda x: x ** s, 0, np.exp(log_w))[0]
            return np.log(ball(d) * r ** d * count)
        return np.exp(brentq(excess, -30, 30))

    best = minimize_scalar(
        lambda log_r: 2 * np.exp(log_r) + hop_energy(np.exp(log_r)) / tau,
        bounds=(-2, 8), method="bounded", options={"xatol": 1e-7})
    r = np.exp(best.x)
    return best.fun, r, hop_energy(r)


best_hop_exponents = {}
for d, s in [(1, 0), (2, 0), (3, 0), (2, 1), (3, 2)]:
    costs = []
    for tau in (0.01, 0.001):
        u, r, w = numerical_best_hop(d, s, tau)
        if s == 0:
            expected = (mott_scale(d, 1, 1) / tau) ** (1 / (d + 1))
        else:
            expected = (gap_scale(d, 1, 1, 1) / tau) ** 0.5
        p = d / (s + 1)
        assert abs(u / expected - 1) < 1e-6
        assert abs(w / (u * tau / (p + 1)) - 1) < 1e-3
        assert abs(r / (u * p / (2 * (p + 1))) - 1) < 1e-3
        costs.append(u)
    best_hop_exponents[d, s] = np.log(costs[1] / costs[0]) / np.log(10)


# --- Hop rates from Fermi and Bose factors ---
def hop_rate(ei, ej, mu_i, mu_j, ti, tj):
    """Rate i -> j without the distance factor; phonons at mean tau."""
    filled = 1 / (1 + np.exp((ei - mu_i) / ti))
    empty = 1 / (1 + np.exp(-(ej - mu_j) / tj))
    phonons = abs(1 / np.expm1((ej - ei) / (0.5 * (ti + tj))))
    return filled * empty * phonons


for a, b in [(0.3, 0.7), (-0.3, 0.4), (-0.6, -0.2), (0.5, -0.3)]:
    tau = 0.005
    effective = -tau * np.log(hop_rate(a, b, 0, 0, tau, tau))
    assert abs(effective - pair_energy(a, b)) < 1e-6


def net_rate(ei, ej, dmu, dtau, tau):
    args = (dmu / 2, -dmu / 2, tau + dtau / 2, tau - dtau / 2)
    back = (args[1], args[0], args[3], args[2])
    return hop_rate(ei, ej, *args) - hop_rate(ej, ei, *back)


for a, b in [(0.035, 0.012), (-0.02, 0.03), (-0.03, -0.011)]:
    tau, h = 0.01, 1e-6
    by_mu = net_rate(a, b, h, 0, tau) - net_rate(a, b, -h, 0, tau)
    by_tau = net_rate(a, b, 0, h, tau) - net_rate(a, b, 0, -h, tau)
    assert abs(by_tau / by_mu - (a + b) / (2 * tau)) < 1e-4


# --- Spanning threshold of a random hopping network between electrodes ---
def spanning_cost(pos, energy, tau, length, guess, band):
    cap = 1.25 * guess
    while True:
        assert cap * tau <= band
        keep = abs(energy) < cap * tau
        p, e = pos[keep], energy[keep] / tau
        n = len(e)
        i, j = cKDTree(p).query_pairs(cap / 2, output_type="ndarray").T
        cost = (2 * np.sqrt(((p[i] - p[j]) ** 2).sum(axis=1))
                + pair_energy(e[i], e[j]))
        sites = np.arange(n)
        i = np.concatenate([i, sites, sites])
        j = np.concatenate([j, np.full(n, n), np.full(n, n + 1)])
        cost = np.concatenate([cost, 2 * p[:, 0] + abs(e),
                               2 * (length - p[:, 0]) + abs(e)])
        use = cost < cap
        i, j, cost = i[use], j[use], cost[use]

        def spans(limit):
            m = cost < limit
            graph = coo_matrix((np.ones(m.sum()), (i[m], j[m])),
                               shape=(n + 2, n + 2))
            label = connected_components(graph, directed=False)[1]
            return label[n] == label[n + 1]

        if spans(cap):
            break
        cap *= 1.2
    low, high = 0.0, cap
    for _ in range(13):
        middle = 0.5 * (low + high)
        if spans(middle):
            high = middle
        else:
            low = middle
    return high


def network_exponent(d, s, length, taus, samples):
    if s == 0:
        guesses = (mott_scale(d, 1, 1) / taus) ** (1 / (d + 1))
    else:
        guesses = (gap_scale(d, 1, 1, 1) / taus) ** 0.5
    band = 1.9 * np.max(guesses * taus)
    mean_count = 2 * band ** (s + 1) / (s + 1) * length ** d
    logs = np.zeros((samples, len(taus)))
    for k in range(samples):
        n = rng.poisson(mean_count)
        pos = rng.random((n, d)) * length
        energy = band * rng.random(n) ** (1 / (s + 1))
        energy *= rng.choice([-1, 1], n)
        for m, tau in enumerate(taus):
            logs[k, m] = np.log(spanning_cost(
                pos, energy, tau, length, guesses[m], band))
    mean_log = logs.mean(axis=0)
    return -np.polyfit(np.log(taus), mean_log, 1)[0], np.exp(mean_log)


taus3 = np.geomspace(0.0021, 0.0021 / 16, 3)
mott3, costs3 = network_exponent(3, 0, 60.0, taus3, 8)
mott2, costs2 = network_exponent(
    2, 0, 140.0, np.geomspace(0.014, 0.014 / 8, 3), 8)
gap2, costs_gap = network_exponent(
    2, 1, 100.0, np.geomspace(0.09, 0.09 / 4, 3), 8)
network_coefficient = costs3[0] ** 4 * taus3[0]
assert abs(mott3 - 1 / 4) < 0.03
assert abs(mott2 - 1 / 3) < 0.03
# Shorter range of costs and finite size: wider statistical allowance.
assert abs(gap2 - 1 / 2) < 0.05


# --- Coulomb glass on a periodic square lattice, unit nearest repulsion ---
def gap_power(side, samples):
    n = side * side
    x, y = np.divmod(np.arange(n), side)
    dx = abs(x[:, None] - x)
    dy = abs(y[:, None] - y)
    dist = np.hypot(np.minimum(dx, side - dx), np.minimum(dy, side - dy))
    np.fill_diagonal(dist, 1.0)
    repulsion = 1 / dist
    np.fill_diagonal(repulsion, 0.0)
    with_coulomb, without = [], []
    for _ in range(samples):
        disorder = rng.uniform(-1, 1, n)
        order = np.argsort(disorder)
        occupied = np.zeros(n, bool)
        occupied[order[:n // 2]] = True
        middle = disorder[order[n // 2 - 1:n // 2 + 1]].mean()
        without.append(disorder - middle)
        energy = disorder + repulsion @ (occupied - 0.5)
        while True:
            full, free = np.flatnonzero(occupied), np.flatnonzero(~occupied)
            change = (energy[free][None, :] - energy[full][:, None]
                      - repulsion[np.ix_(full, free)])
            a, b = np.unravel_index(np.argmin(change), change.shape)
            if change[a, b] > -1e-10:
                break
            a, b = full[a], free[b]
            occupied[a], occupied[b] = False, True
            energy += repulsion[:, b] - repulsion[:, a]
        mu = 0.5 * (energy[occupied].max() + energy[~occupied].min())
        with_coulomb.append(energy - mu)

    def power(values):
        size = abs(np.concatenate(values))
        return np.log2((size < 0.4).sum() / (size < 0.2).sum()) - 1

    return power(with_coulomb), power(without)


power_coulomb, power_free = gap_power(20, 30)
# Small lattice: separates a linear gap from a constant density only.
assert 0.5 < power_coulomb < 1.7
assert abs(power_free) < 0.2

# --- Mean bond energy: closed coefficient and self-consistent average ---
cells = 300
grid = -1 + (np.arange(cells) + 0.5) * 2 / cells
xa, xb = grid[:, None], grid[None, :]
room = np.clip(1 - pair_energy(xa, xb), 0, None)


def closed_coefficient(d):
    return 5 / ((d + 3) * (d + 4))


for d in (1, 2, 3):
    weight = room ** d
    direct = (weight * (xa + xb) ** 2 / 2).sum() / weight.sum()
    assert abs(direct / closed_coefficient(d) - 1) < 5e-3


def bond_average(tau, slope, s, d, bonds_per_site=2.0):
    """Cost u and Pi, with u set by a fixed mean number of bonds."""
    weight = room ** d

    def density(width):
        return abs(width * grid) ** s * (1 + slope * width * grid)

    def excess(u):
        g = density(u * tau)
        pairs = (g @ weight @ g) * (2 / cells) * u * tau
        return ball(d) * (u / 2) ** d * pairs / g.sum() - bonds_per_site

    u = brentq(excess, 3, 40)
    g = density(u * tau)
    full_weight = g[:, None] * g[None, :] * weight
    mean = (full_weight * (xa + xb) / 2).sum() / full_weight.sum()
    return u, mean * u * tau


def thermopower_exponent(taus, slope, s, d):
    values = [bond_average(t, slope, s, d)[1] / t for t in taus]
    return np.log(values[1] / values[0]) / np.log(taus[1] / taus[0])


s_power3 = thermopower_exponent((0.0005, 0.002), 10.0, 0, 3)
s_power2 = thermopower_exponent((0.002, 0.008), 2.0, 0, 2)
s_power_gap = thermopower_exponent((0.04, 0.09), 0.2, 2, 3)
assert abs(s_power3 - 1 / 2) < 0.02
assert abs(s_power2 - 1 / 3) < 0.02
assert abs(s_power_gap) < 0.02
u_flat = bond_average(0.001, 0.0, 0, 3)[0]
pi_full = bond_average(0.001, 10.0, 0, 3)[1]
pi_first = closed_coefficient(3) * 10.0 * (u_flat * 0.001) ** 2
assert abs(pi_full / pi_first - 1) < 0.03
assert abs(bond_average(0.001, 0.0, 0, 3)[1]) < 1e-12


# --- Kirchhoff equations: energy carried by the current, and reciprocity ---
def kirchhoff(length, tau, band, slope):
    n = rng.poisson(4 * band * length ** 3)
    energy = rng.uniform(-band, band, n)
    energy = energy[rng.random(n) < (1 + slope * energy) / 2]
    n = len(energy)
    pos = rng.random((n, 3)) * length
    x = np.concatenate([pos[:, 0], [0.0, length]])
    e = np.concatenate([energy / tau, [0.0, 0.0]])
    dist = np.zeros((n + 2, n + 2))
    dist[:n, :n] = cdist(pos, pos)
    for lead in (n, n + 1):
        dist[lead, :n] = dist[:n, lead] = abs(pos[:, 0] - x[lead])
    g = np.exp(-2 * dist - pair_energy(e[:, None], e[None, :]))
    np.fill_diagonal(g, 0.0)
    g[n, n + 1] = g[n + 1, n] = 0.0
    mean_e = 0.5 * (e[:, None] + e[None, :])
    thermal = g * mean_e * (x[None, :] - x[:, None]) / length
    total = g.sum(axis=1)[:n]
    scale = 1 / np.sqrt(total)
    matrix = -g[:n, :n] * scale[:, None] * scale[None, :]
    np.fill_diagonal(matrix, 1.0)
    rhs = np.column_stack([g[:n, n], -thermal.sum(axis=1)[:n]])
    answer = solve(matrix, rhs * scale[:, None]) * scale[:, None]
    phi = np.concatenate([answer[:, 0], [1.0, 0.0]])
    phi_thermal = np.concatenate([answer[:, 1], [0.0, 0.0]])
    current = (g[n] * (1 - phi)).sum()
    thermal_current = (-g[n] * phi_thermal + thermal[n]).sum()
    flow = g * (phi[:, None] - phi[None, :])
    carried = 0.5 * (flow * mean_e * (x[None, :] - x[:, None])).sum()
    return carried / (current * length), thermal_current / current


net_tau, net_band = 0.002, 0.028
net_slope = 0.9 / net_band
carried_energy = []
for _ in range(30):
    peltier, seebeck = kirchhoff(25.0, net_tau, net_band, net_slope)
    assert abs(peltier - seebeck) < 1e-5
    carried_energy.append(peltier)
net_width = (network_coefficient / net_tau) ** 0.25 * net_tau
net_estimate = closed_coefficient(3) * net_slope * net_width ** 2 / net_tau
net_ratio = np.mean(carried_energy) / net_estimate
net_error = np.std(carried_energy, ddof=1) / 30 ** 0.5 / net_estimate
# The uniform bond average claims only the sign and order of magnitude.
assert 0.25 < net_ratio < 4

# --- Worked example in eV and angstrom ---
k_b = constants.k / constants.e
e2 = constants.e / (4 * pi * constants.epsilon_0) * 1e10
g0, xi, kappa, alpha, slope = 1e-4, 10.0, 12.0, 1.0, 1.0
t_mott = mott_scale(3, g0, xi)
t_gap = gap_scale(3, alpha, e2 / kappa, xi)
gap_width = (g0 * (e2 / kappa) ** 3 / alpha) ** 0.5
tau_mott_edge = (4 * gap_width) ** (4 / 3) / t_mott ** (1 / 3)
tau_gap_edge = (2 * gap_width) ** 2 / t_gap

print("BEST-HOP EXPONENTS (numerical minimization)")
for (d, s), value in best_hop_exponents.items():
    print(f"d={d}, density power s={s}: {value:.4f}")
print("RANDOM NETWORKS (reduced units)")
print(f"Mott exponent d=3: {mott3:.3f}; d=2: {mott2:.3f}")
print(f"gap exponent d=2: {gap2:.3f}")
print(f"spanning costs, Mott d=3: {costs3[0]:.2f} to {costs3[-1]:.2f}")
print(f"T_M*g0*xi^3, d=3: best hop {mott_scale(3, 1, 1):.2f}, "
      f"network {network_coefficient:.2f}")
print(f"density power, 2D Coulomb glass: {power_coulomb:.2f}; "
      f"no repulsion: {power_free:.2f}")
print("THERMOPOWER TESTS")
print(f"S exponent, constant density: d=3 {s_power3:.4f}, d=2 {s_power2:.4f}")
print(f"S exponent, Coulomb gap d=3: {s_power_gap:.4f}")
print(f"coefficient Pi/(gamma W^2), d=3: {closed_coefficient(3):.4f}")
print(f"Kirchhoff Pi / bond-average Pi: {net_ratio:.2f} +- {net_error:.2f}")
print("WORKED EXAMPLE, d=3")
print(f"g0 = {g0:.1e} eV^-1 A^-3, xi = {xi:.1f} A, kappa = {kappa:.1f}")
print(f"alpha = {alpha:.1f}, gamma = {slope:.1f} eV^-1, e2 = {e2:.4f} eV A")
print(f"T_M = {t_mott:.2f} eV = {t_mott / k_b:.3e} K")
print(f"T_ES = {t_gap:.4f} eV = {t_gap / k_b:.0f} K")
print(f"gap half-width Delta = {gap_width:.5f} eV")
print(f"Mott w equals Delta at tau = {tau_mott_edge:.5f} eV")
print(f"gap w equals Delta at tau = {tau_gap_edge:.6f} eV")
example_s, example_u = [], []
for tau in (0.01, 0.02):
    u = (t_mott / tau) ** 0.25
    r, w, width = 3 * u * xi / 8, u * tau / 4, u * tau
    carried = closed_coefficient(3) * slope * width ** 2
    seebeck = -k_b * carried / tau * 1e6
    assert w > gap_width and slope * width < 0.25
    example_s.append(seebeck)
    example_u.append(u)
    print(f"Mott: tau = {tau:.3f} eV (T = {tau / k_b:.1f} K), u = {u:.3f}")
    print(f"  r = {r:.2f} A, w = {w:.5f} eV, W = {width:.5f} eV")
    print(f"  Pi = {carried:.6f} eV, S = {seebeck:.2f} microvolt/K")
print(f"S ratio for doubled T: {example_s[1] / example_s[0]:.4f}")
print("conductivity ratio for doubled T (exponential only): "
      f"{np.exp(example_u[0] - example_u[1]):.3f}")
tau = 0.00025
u = (t_gap / tau) ** 0.5
assert u * tau / 2 < gap_width
print(f"gap: tau = {tau:.5f} eV (T = {tau / k_b:.2f} K), u = {u:.2f}")
print(f"  r = {u * xi / 4:.1f} A, w = {u * tau / 2:.5f} eV")
print("all tests passed")
```

It prints:

```
BEST-HOP EXPONENTS (numerical minimization)
d=1, density power s=0: 0.5000
d=2, density power s=0: 0.3333
d=3, density power s=0: 0.2500
d=2, density power s=1: 0.5000
d=3, density power s=2: 0.5000
RANDOM NETWORKS (reduced units)
Mott exponent d=3: 0.250; d=2: 0.338
gap exponent d=2: 0.490
spanning costs, Mott d=3: 9.57 to 19.14
T_M*g0*xi^3, d=3: best hop 18.11, network 17.62
density power, 2D Coulomb glass: 1.14; no repulsion: -0.03
THERMOPOWER TESTS
S exponent, constant density: d=3 0.4983, d=2 0.3316
S exponent, Coulomb gap d=3: -0.0085
coefficient Pi/(gamma W^2), d=3: 0.1190
Kirchhoff Pi / bond-average Pi: 0.64 +- 0.04
WORKED EXAMPLE, d=3
g0 = 1.0e-04 eV^-1 A^-3, xi = 10.0 A, kappa = 12.0
alpha = 1.0, gamma = 1.0 eV^-1, e2 = 14.3996 eV A
T_M = 181.08 eV = 2.101e+06 K
T_ES = 0.8589 eV = 9967 K
gap half-width Delta = 0.01314 eV
Mott w equals Delta at tau = 0.00348 eV
gap w equals Delta at tau = 0.000805 eV
Mott: tau = 0.010 eV (T = 116.0 K), u = 11.600
  r = 43.50 A, w = 0.02900 eV, W = 0.11600 eV
  Pi = 0.001602 eV, S = -13.80 microvolt/K
Mott: tau = 0.020 eV (T = 232.1 K), u = 9.755
  r = 36.58 A, w = 0.04877 eV, W = 0.19509 eV
  Pi = 0.004531 eV, S = -19.52 microvolt/K
S ratio for doubled T: 1.4142
conductivity ratio for doubled T (exponential only): 6.332
gap: tau = 0.00025 eV (T = 2.90 K), u = 58.61
  r = 146.5 A, w = 0.00733 eV
all tests passed
```
